\section*{Substrate Auger decay for growth without interlayer transport}

\section{Which attenuation law to invert}

A calculation that turns a substrate Auger signal into a deposited thickness must first choose how the film is distributed over the surface. Let $S$ be the signal divided by its clean-surface value, $a$ the fraction of substrate Auger electrons transmitted by one film layer, and $\theta$ the deposited amount in full layers, that is, the number of film atoms per surface site. The two choices treated here are
\begin{align}
\theta&=\frac{-\ln S}{1-a} &&\text{(no interlayer transport)},\label{eq:invr}\\
\theta&=\frac{-\ln S}{-\ln a} &&\text{(flat film, whole layers)}.\label{eq:invf}
\end{align}
Since $-\ln a>1-a$ for $0<a<1$, the same signal gives a larger deposit from the first formula. For the iron film on silver computed below, the two differ by about 9\%. The first formula follows from Poisson-distributed layer heights, and its use depends on whether atoms can move down between layers.

\section{Model and exact finite-lattice result}

The surface has $M$ equivalent columns, and column $i$ carries $h_i$ film layers. Each of $N=\theta M$ atoms falls on a column chosen uniformly and independently of earlier arrivals, and stays on top of it. There are no overhangs, no evaporation and no mixing with the substrate.

Substrate electrons are collected along the surface normal, so each leaves through its own column. Every layer transmits the same fraction
\begin{equation}
a=e^{-d/\lambda},\label{eq:a}
\end{equation}
where $d$ is the layer spacing and $\lambda$ the attenuation length. Elastic scattering is ignored, and the film is taken not to change the excitation of the substrate. In a crystalline film, elastic scattering can focus electrons along the normal and change the signal by more than the few per cent that separate the growth modes below. A column of $h$ layers then transmits $a^h$, and
\begin{equation}
S=\frac1M\sum_{i=1}^{M}a^{h_i}.\label{eq:defS}
\end{equation}

Follow one column. A given atom hits it with probability $1/M$, multiplying its transmission by $a$, and misses it with probability $1-1/M$, leaving the transmission unchanged. The mean factor per atom is
\begin{equation}
\frac1M\,a+\left(1-\frac1M\right)=1-\frac{1-a}{M}.
\end{equation}
Arrivals are independent, so the mean of their product is the product of their means:
\begin{equation}
\langle S\rangle=\left[1-\frac{1-a}{M}\right]^N.\label{eq:finite}
\end{equation}
With $N=\theta M$ and $\ln(1-u)=-u-u^2/2-\cdots$,
\begin{equation}
\ln\langle S\rangle=-\theta(1-a)-\frac{\theta(1-a)^2}{2M}+O(M^{-2}).
\end{equation}
As $M\to\infty$ at fixed $\theta$,
\begin{equation}
\boxed{\langle S\rangle=e^{-\theta(1-a)}.}\label{eq:main}
\end{equation}

A single large surface also has this signal, because its fluctuations vanish. For two different columns, one atom multiplies the product of their transmissions by a mean factor $1-2(1-a)/M$. This is no larger than $[1-(1-a)/M]^2$, so the covariance of the two transmissions is not positive. A quantity between 0 and 1 has variance at most $1/4$. Hence the variance of the average \eqref{eq:defS} is at most $1/(4M)$. From here on $S$ denotes the large-$M$ value.

\section{Poisson heights and the role of lateral motion}

The number of hits on one column is binomial:
\begin{equation}
P_n=\frac{N(N-1)\cdots(N-n+1)}{n!\,M^n}\left(1-\frac1M\right)^{N-n}.
\end{equation}
For fixed $n$ and large $M$, the first factor tends to $\theta^n/n!$ and the second to $e^{-\theta}$. Therefore
\begin{equation}
P_n=e^{-\theta}\frac{\theta^n}{n!}.\label{eq:poisson}
\end{equation}

The same law follows from a balance of exposed heights. When $d\theta$ layers arrive, a fraction $P_{n-1}d\theta$ of all columns passes from height $n-1$ to $n$, and a fraction $P_nd\theta$ leaves height $n$:
\begin{equation}
\frac{dP_n}{d\theta}=P_{n-1}-P_n,\qquad P_n(0)=\delta_{n0},\quad P_{-1}=0.\label{eq:rate}
\end{equation}
Multiply by $a^n$ and sum. In the gain term, $\sum_n a^nP_{n-1}=a\sum_m a^mP_m=aS$, so
\begin{equation}
\frac{dS}{d\theta}=aS-S=-(1-a)S,\qquad S(0)=1,
\end{equation}
which gives Eq.~\eqref{eq:main} again. An arriving atom removes the fraction $1-a$ of whatever its column still transmits.

This derivation shows which motion matters. Suppose an atom lands on a column of height $n$ and then wanders over other columns of height $n$ before it sticks. One column of height $n$ still becomes one of height $n+1$. The count of columns at each height evolves as before, and Eq.~\eqref{eq:main} survives. Lateral diffusion within a level is therefore harmless at normal emission. Motion between levels changes Eq.~\eqref{eq:rate} if it alters the probability $P_n$ that an atom ends on a column of height $n$. Downhill sliding does so, because it favours low columns.

The mean and variance follow from $S(a)=\sum_nP_na^n$, regarded as a function of $a$:
\begin{align}
\langle h\rangle&=S'(1)=\theta,\\
\langle h(h-1)\rangle&=S''(1)=\theta^2,\\
\sigma^2&=\theta^2+\theta-\theta^2=\theta.\label{eq:var}
\end{align}
The rms roughness grows as $\sqrt\theta$ layers. The bare fraction is $P_0=e^{-\theta}$, so $\theta$ must not be read as the covered fraction, which is $1-e^{-\theta}$.

For an opaque layer, $a\to0$, the signal becomes $e^{-\theta}$: only bare substrate is seen. For a nearly transparent layer, $1-a\approx d/\lambda$, and $S\approx e^{-\theta d/\lambda}$ as long as $\theta(d/\lambda)^2\ll1$. The random film and a flat film of the same mean thickness then give nearly the same signal.

\section{Comparison with layer-by-layer growth}

In ideal layer-by-layer growth each layer is completed before the next begins. Write $\theta=n+f$, with $n$ an integer and $0\le f<1$. A fraction $f$ of the columns has height $n+1$ and the rest has height $n$:
\begin{equation}
S_L=(1-f)a^n+fa^{n+1}=a^n[1-f(1-a)].\label{eq:flat}
\end{equation}
At whole layers $S_L=a^\theta$, which gives Eq.~\eqref{eq:invf}.

This is the lowest signal possible for the given deposit. To show it, take any integer $m$ and compare $a^m$ with $1-m(1-a)$. For $m\ge1$,
\begin{equation}
1-a^m=(1-a)(1+a+\cdots+a^{m-1})\le m(1-a).
\end{equation}
For $m=-k<0$,
\begin{equation}
a^{-k}-1=(1-a)(a^{-1}+\cdots+a^{-k})\ge k(1-a).
\end{equation}
In both cases, and trivially for $m=0$, $a^m\ge1-m(1-a)$. Put $m=h-n$, multiply by $a^n$ and average over any height distribution with mean $\theta$:
\begin{equation}
\langle a^h\rangle\ge a^n[1-(\theta-n)(1-a)]=S_L.\label{eq:bound}
\end{equation}
Roughness at fixed deposit thus raises the substrate signal above the flat-film value.

Both modes start with slope $-(1-a)$, because the first atoms fall on bare substrate. At whole layers their contrast is
\begin{align}
\ln\frac{S}{S_L}&=\theta[-\ln a-(1-a)]\nonumber\\
&=\theta\left[\frac{(1-a)^2}{2}+\frac{(1-a)^3}{3}+\cdots\right],\label{eq:contrast}
\end{align}
where $-\ln a=-\ln[1-(1-a)]$ has been expanded. The contrast is second order in the loss per layer.

An exponential decay is therefore weak evidence for the growth mode. A flat film with attenuation length
\begin{equation}
\lambda_{\rm app}=\frac{d}{1-a}\label{eq:lapp}
\end{equation}
has $e^{-\theta d/\lambda_{\rm app}}=e^{-\theta(1-a)}$ at every whole layer. The decay rate identifies the mode only if $\lambda$ is known independently to better than the difference between $\lambda$ and $\lambda_{\rm app}$.

\section{Example: iron on cooled silver}

Take Fe on Ag(100), observed through the silver Auger line near 350 eV. Rough parameters are $d=0.143$ nm and $\lambda=0.80$ nm. This $\lambda$ is close to the inelastic mean free path in iron at this energy, as fits a model without elastic scattering. Effective attenuation lengths that include elastic scattering are shorter, roughly 0.5 to 0.6 nm, and at 0.53 nm the two inversion formulas differ by about 14\% instead of 9\%, so the numbers below are illustrative. Then
\begin{align}
-\ln a&=0.143/0.80=0.1788,\\
a&=0.8363,\qquad 1-a=0.1637.
\end{align}
At $\theta=5$, Eq.~\eqref{eq:main} gives $S=e^{-5(0.1637)}=0.441$, while the flat film has $S_L=0.8363^5=0.409$. Random deposition of five million atoms on a million columns, carried out numerically, also gives 0.441.

\begin{center}
\begin{tabular}{cccc}
$\theta$ & $S$ & $S_L$ & bare fraction\\
0.5 & 0.921 & 0.918 & 0.607\\
1 & 0.849 & 0.836 & 0.368\\
2 & 0.721 & 0.699 & 0.135\\
3 & 0.612 & 0.585 & 0.050\\
5 & 0.441 & 0.409 & 0.007
\end{tabular}
\end{center}

The logarithmic contrast at five layers is 0.075; the leading term of Eq.~\eqref{eq:contrast} gives 0.067. The apparent attenuation length is $0.143/0.1637=0.874$ nm, so an error of 9\% in $\lambda$ is enough to confuse the two modes at whole layers. Between whole layers, the flat film has straight segments. With the apparent length, its signal at half a layer would be $(1+0.8490)/2=0.9245$, against 0.9214 for the random film. Detecting the segments in the first layer requires resolving about 0.003 of the clean signal.

The deposited thickness is $5d=0.715$ nm. Reading the random film with the flat formula gives $-\lambda\ln S=0.655$ nm, which is 8\% below the deposited value. The Poisson roughness is $\sqrt5=2.24$ layers, or 0.32 nm.

A more strongly absorbed line gives a larger ratio between the two signals. With $d$ and $\theta=5$ held fixed and a round value $\lambda=0.40$ nm, $a=0.699$, $S=0.222$ and $S_L=0.167$. The random signal is then 33\% above the flat one, compared with 8\% for $\lambda=0.80$ nm. The absolute difference also grows, from 0.032 to 0.055, but for much stronger absorption it shrinks again because little substrate signal is left.

\section{Where the real film departs from the model}

\subsection{Sliding to fourfold sites}

The assumption most clearly broken on a (100) metal surface is that an atom can rest on a single column. An adsorbed atom there sits on four atoms of the layer below. One that arrives at a step edge or on a small protrusion can slide down to such a site without thermal activation, so cooling does not restore random stacking.

To size this effect, deposition was simulated on a (100) lattice with 7200 atoms per layer. Each atom arrived at a random site and moved to randomly chosen lower neighbouring sites until it had four supporting atoms. Represent each atom by a square with the area of one surface site. The square of an atom then lies wholly above the squares of its four supporting atoms, so there are no overhangs, and the filled fraction $c_n$ of layer $n$ is the fraction of the surface area with height $h\ge n$. The identity $a^h=1-(1-a)\sum_{n=1}^{h}a^{n-1}$ averages to
\begin{equation}
S=1-(1-a)\sum_{n\ge1}c_na^{n-1}.\label{eq:cov}
\end{equation}
At $\theta=5$ the simulated film has a roughness of 0.65 layers, which scatters by about 0.01 between runs, and $S=0.412$. Its excess over the flat signal is 0.003, compared with 0.032 for random stacking: sliding removes about nine tenths of the contrast at this deposit, and about two thirds at $\theta=1$.

The roughness accounts for this value. At a whole-layer deposit, expand $a^h=a^\theta e^{-(d/\lambda)(h-\theta)}$ about the mean height. The linear term averages to zero, leaving
\begin{equation}
S\approx a^\theta\left[1+\frac{\sigma^2}{2}\left(\frac d\lambda\right)^2\right].
\end{equation}
For $\sigma=0.646$ this is $0.409(1+0.0067)=0.412$.

The choice of inversion formula follows. For the simulated film, Eq.~\eqref{eq:invf} returns $0.887/0.1788=4.96$ layers and Eq.~\eqref{eq:invr} returns $0.887/0.1637=5.42$. If every atom slides to fourfold support, the flat formula is the better one at whole layers for these parameters, even on a cold substrate.

\subsection{Temperature}

With a rough hopping barrier of 0.45 eV, an attempt rate of $10^{13}\,\mathrm{s^{-1}}$ and 60 s per layer, the expected number of hops of an atom that stays isolated while one layer is deposited is
\begin{equation}
(10^{13}\,\mathrm{s^{-1}})(60\,\mathrm{s})\,e^{-0.45\,\mathrm{eV}/k_BT}.
\end{equation}
This is about $10^{-8}$ at 100 K and $10^{7}$ at 300 K. At 100 K thermal motion is frozen. At 300 K most atoms meet an island and bind after far fewer hops than this, but thermal motion is still abundant. Abundant hopping within a level would not by itself change the Poisson law, as shown above. When arriving atoms slide to fourfold sites, however, hopping within a level rearranges the islands and so changes how many later atoms land where they can slide. Thermal motion can therefore alter the height distribution at 300 K even if no atom crosses a step edge by hopping, and such crossings can alter it further. The estimate above gives the size of neither effect. It also leaves out exchange with the substrate: near room temperature silver can mix into or segregate on top of a growing iron film. With a silver layer spacing of 0.204 nm and the same $\lambda$, about a quarter of a silver monolayer on top of a flat five-layer film raises the signal by 0.032, the whole difference between the growth modes, and neither inversion formula then applies.

\subsection{Oblique collection}

At an angle $\alpha$ from the normal, the path through one layer is $d/\cos\alpha$, and the layer transmission becomes $a_\alpha=e^{-d/(\lambda\cos\alpha)}$. Inserting $a_\alpha$ in Eq.~\eqref{eq:main} is still not sufficient, because the ray passes through neighbouring columns. As an approximation, assign each level $n$ to the single column that the ray meets at the middle of that layer, neglecting changes of column within a layer. The transmission is then a product of factors, one for each level: $a_\alpha$ if the column met there has $h\ge n$, and 1 otherwise.

Within one column, all these factors are non-increasing functions of the same height $h$. For two such functions $F$ and $G$, and two independent heights $h$ and $h'$,
\begin{equation}
\langle[F(h)-F(h')][G(h)-G(h')]\rangle\ge0,
\end{equation}
since the two brackets never have opposite signs. Expanding the product gives $2\langle FG\rangle-2\langle F\rangle\langle G\rangle\ge0$. Splitting the levels among independent columns replaces $\langle FG\rangle$ by $\langle F\rangle\langle G\rangle$ and so cannot raise the mean signal. If every level lay in a different column, the signal would reach its lower limit for independent columns within this approximation, $\prod_n[1-(1-a_\alpha)c_n]$, with $c_n$ the Poisson probability of $h\ge n$.

For $\alpha=42^\circ$ and $\theta=5$, $a_\alpha=0.786$ and the column formula gives 0.343. Tracing 200\,000 rays along a row of independent Poisson columns 0.287 nm wide, with occupation sampled at the middle of each layer, gives 0.320. The lower limit is 0.311 and the flat film gives 0.300. In this geometry, crossing columns removes slightly more than half of the contrast predicted by the column formula. Following the path continuously within each layer lowers the traced value to 0.319, and averaging over azimuth on a square array of columns lowers it to 0.318. Lateral diffusion would correlate neighbouring columns and change this number.

\subsection{Attenuation of the primary beam}

The film also weakens the beam that excites the substrate. For normal incidence and a rough primary attenuation length of 3.5 nm, counting every inelastically scattered primary electron as lost multiplies $a$ by $e^{-0.143/3.5}=0.960$. The random-film signal at five layers falls from 0.441 to 0.373. This overestimates the loss, since a scattered primary can retain enough energy to excite the line; changes in backscattering are not included. However, about 45\% of the estimated loss per layer would already lower the signal by 0.032, the difference between the growth modes. The value of $a$ used in either inversion should therefore describe the complete measurement, including excitation, and be calibrated on a film whose thickness and growth mode are known independently.
